Why stiffness, not just average spacing, sets superlattice force balance

## 1. What symmetry and dimensions already fix

A superlattice repeats two cubic layers with relaxed lattice constants a₁ and a₂. The layers are grown on (001) and are coherent: every column of unit cells runs through both without interruption, so they share one in-plane lattice constant a. We seek the value a* at which one period exerts no net in-plane force.

Most of the answer follows without detailed elasticity. The fourfold symmetry about the growth axis makes the strain and stress equal along the two in-plane cube axes, so one number describes each layer's pull. For small strain this pull is proportional to a − aᵢ. Cutting a layer into two thinner sheets of the same material cannot change its total pull, so the pull is also proportional to the thickness hᵢ. The remaining factor sᵢ is a property of the material with the dimension of an elastic modulus. Zero net pull therefore means

s₁h₁(a* − a₁) + s₂h₂(a* − a₂) = 0,

a* = (s₁h₁a₁ + s₂h₂a₂)/(s₁h₁ + s₂h₂).

Multiplying both moduli by the same factor leaves a* unchanged, as it must, because a length cannot depend on the unit of stress. The ratio s₁/s₂, however, is dimensionless and survives. The rule of equal average spacing,

a_mean = (h₁a₁ + h₂a₂)/(h₁ + h₂),

is the special case s₁ = s₂. It cannot hold in general: if layer 2 were extremely soft, layer 1 would impose its own lattice constant, yet a_mean would not notice.

It remains to find s, to show that zero force is also minimum energy, and to weigh the effects that separate a* from a_mean.

## 2. First contribution: the stiffness of one layer

Take hᵢ as the relaxed thickness of layer i in one period, and count tension as positive. The in-plane strain is

εᵢ = (a − aᵢ)/aᵢ.

For one layer, drop the index and let ε_z be the strain along the growth axis. With ε along both in-plane axes and no shear, the cubic elastic energy per relaxed volume is

u = ½C₁₁(ε² + ε² + ε_z²) + C₁₂(ε² + εε_z + εε_z)
  = (C₁₁ + C₁₂)ε² + 2C₁₂εε_z + ½C₁₁ε_z².

The top surface is free, and in flat layers the normal stress does not vary with height, so it is zero throughout:

∂u/∂ε_z = 2C₁₂ε + C₁₁ε_z = 0,
ε_z = −2(C₁₂/C₁₁)ε.

Inserting this gives

u = (C₁₁ + C₁₂)ε² − 4(C₁₂²/C₁₁)ε² + 2(C₁₂²/C₁₁)ε² = Mε²,

M = C₁₁ + C₁₂ − 2C₁₂²/C₁₁.

The in-plane stress is σ = C₁₁ε + C₁₂ε + C₁₂ε_z = Mε. There is no factor ½ in u = Mε² because work is done along two axes, ½σε on each. To first order in the misfit, the biaxial modulus M is the s of the opening argument. Here σ is a force per relaxed area, so σh is a force per relaxed side length; the next section shows that the force per actual side length is σᵢhᵢaᵢ/a, which gives weights Mᵢhᵢ.

The two parts of M can be weighed with round model parameters, which do not represent a named material. Layer 1 has a₁ = 5.60 Å, C₁₁ = 125 GPa and C₁₂ = 50 GPa. Layer 2 has a₂ = 5.70 Å, C₁₁ = 90 GPa and C₁₂ = 30 GPa. Then

M₁ = 125 + 50 − 2·50²/125 = 175 − 40 = 135 GPa,
M₂ = 90 + 30 − 2·30²/90 = 120 − 20 = 100 GPa.

The freedom to change height softens layer 1 by 40 GPa and layer 2 by 20 GPa. It thus lowers the stiffness ratio from 175/120 = 1.46 to 1.35. For these parameters, comparing C₁₁ + C₁₂ alone would overstate the contrast; for others it could understate it.

## 3. Minimum energy and zero force are one condition

Consider N columns of unit cells. Both layers contain the same N columns because they are coherent. The relaxed volume of layer i is N aᵢ²hᵢ, so the energy of one period is

E(a) = Σ N aᵢ²hᵢ · Mᵢ(a − aᵢ)²/aᵢ²
   = N Σ Mᵢhᵢ(a − aᵢ)².

The factors aᵢ² cancel because the amount of material is held fixed. Interface energy has been left out. Differentiating,

dE/da = 2N Σ Mᵢhᵢ(a − aᵢ),
d²E/da² = 2N Σ Mᵢhᵢ > 0,

so the stationary point is a minimum.

Now compute the force. Arrange the columns in a square of side L = √N a, and let F be the total force on one side face. Stretching the square by dL in both directions costs dE = 2F dL, with dL = √N da. Therefore

F = (dE/da)/(2√N) = √N Σ Mᵢhᵢ(a − aᵢ),

S(a) = F/L = Σ Mᵢhᵢ(a − aᵢ)/a.

S is the net force per side length for one period, in N/m. The energy is stationary where S = 0, and both statements give

a* = (M₁h₁a₁ + M₂h₂a₂)/(M₁h₁ + M₂h₂).

With K = M₁h₁ + M₂h₂, the force can be written compactly as S(a) = K(a − a*)/a.

"Zero stress" here means zero net force. Each layer remains stressed, one in tension and the other in compression. Nor does zero force imply zero bending moment, since the two opposite forces act at different heights. The derivation assumes that the substrate keeps the stack flat.

## 4. Second contribution: the contrast in stiffness

Write fᵢ = hᵢ/(h₁ + h₂), so that f₁ + f₂ = 1, and let M̄ = f₁M₁ + f₂M₂. Then

a* − a_mean = [f₁M₁a₁ + f₂M₂a₂ − M̄(f₁a₁ + f₂a₂)]/M̄.

The coefficient of a₁ in the bracket is

f₁(M₁ − M̄) = f₁[M₁(1 − f₁) − f₂M₂] = f₁f₂(M₁ − M₂).

Exchanging the labels gives −f₁f₂(M₁ − M₂) for a₂. Hence

a* − a_mean = f₁f₂(M₁ − M₂)(a₁ − a₂)/M̄.

This explains the failure of the mean rule. At a_mean, the thickness-weighted changes of length cancel. Equilibrium requires forces to cancel, and the stiffer layer pulls harder for the same change of length, so a* moves toward the stiffer layer's lattice constant. The shift vanishes if the moduli are equal, if the lattice constants are equal, or if one layer is absent.

For h₁ = h₂ = 10 nm, a_mean = 5.65 Å, which we also take as the substrate lattice constant a_s. The shift is

a* − a_mean = 0.5·0.5·(135 − 100)(5.60 − 5.70)/117.5 Å = −0.00745 Å,

so a* = 5.64255 Å. The stiffer layer has the smaller lattice constant, and the superlattice would contract if it could.

Are equal thicknesses a mild or a severe case? Since f₁ + f₂ = 1,

M̄/(f₁f₂) = M₁/f₂ + M₂/f₁.

The shift is largest where this is smallest. Setting its derivative with respect to f₁ to zero gives M₁/f₂² = M₂/f₁², or f₁/f₂ = √(M₂/M₁), and the minimum value is (√M₁ + √M₂)². Factoring M₁ − M₂ as a difference of squares then gives

max |a* − a_mean| = |a₁ − a₂|·|√M₁ − √M₂|/(√M₁ + √M₂).

For moduli of 135 and 100 GPa this is 7.5 % of the lattice difference, or 0.0075 Å. Equal thicknesses are already close to the worst case.

## 5. Weighing the force that remains

A thick substrate holds the superlattice at a = a_s. With the mean rule, K = 135·10 + 100·10 = 2350 N/m, because 1 GPa·nm = 1 N/m. The net force per length is

S = 2350·(5.65000 − 5.64255)/5.65 N/m ≈ 3.10 N/m.

It is positive, hence tensile. Every period adds the same amount while the stack remains coherent, so 50 periods give 155 N/m. A small imbalance in one period can therefore matter in a tall stack. The stack acts like one layer with a mean misfit of 0.13 %, for which the Matthews–Blakeslee estimate with 60° dislocations gives an equilibrium critical thickness near 120 nm, about six periods. A coherent stack of 50 periods would be metastable.

To remove it, choose the thicknesses so that a* = a_s:

M₁h₁(a_s − a₁) = M₂h₂(a₂ − a_s),

h₁/h₂ = M₂(a₂ − a_s)/[M₁(a_s − a₁)].

Both thicknesses are positive only if a_s lies between a₁ and a₂; two layers strained with the same sign cannot balance. For h₂ = 10 nm,

h₁ = 10·100·0.05/(135·0.05) nm = 7.41 nm.

The layer forces are then +8.85 and −8.85 N/m. The average spacing of this balanced design is 5.65745 Å, visibly different from the substrate's 5.65 Å. Matching the average and balancing the force are different requirements.

The sensitivity to thickness follows from S:

∂S/∂h₁ = M₁(a_s − a₁)/a_s = 135·0.05/5.65 GPa = 1.19 GPa,

which is 1.19 N/m per nanometre. The mean rule makes layer 1 thicker by 2.59 nm, and 2.59·1.19 ≈ 3.1 N/m recovers the force found above. An error of 0.1 nm in h₁ would leave about 0.12 N/m per period.

These are relaxed thicknesses. On the substrate, layer 1 has ε = 0.893 % and ε_z = −0.714 %, while layer 2 has ε = −0.877 % and ε_z = +0.585 %. The strained thicknesses are

t₁ = 7.407·(1 − 0.00714) nm = 7.354 nm,
t₂ = 10·(1 + 0.00585) nm = 10.058 nm.

## 6. Weighing the energy: what can and cannot be released

Put kᵢ = Mᵢhᵢ. Expanding the energy per column and using Ka* = k₁a₁ + k₂a₂,

E/N = Ka² − 2Kaa* + k₁a₁² + k₂a₂²
  = K(a − a*)² + k₁a₁² + k₂a₂² − Ka*².

The part independent of a is

[(k₁ + k₂)(k₁a₁² + k₂a₂²) − (k₁a₁ + k₂a₂)²]/K.

In the numerator the terms k₁²a₁² and k₂²a₂² cancel, leaving k₁k₂(a₁² + a₂² − 2a₁a₂). Thus

E/N = K(a − a*)² + (k₁k₂/K)(a₁ − a₂)².

The first term can be released by a uniform change of a, for example through misfit dislocations between substrate and superlattice. The second is locked in as long as the layers remain coherent with each other and the stack stays flat; a stack freed from its substrate could lower it by bending, by about 75 % for a single period but only about 0.03 % for 50 periods.

Dividing by the substrate area per column, a_s², gives for one period of the mean-rule design

releasable: 2350·(0.00745)²/5.65² J/m² ≈ 4.1 mJ/m²,
locked: (1350·1000/2350)·(0.10)²/5.65² J/m² ≈ 180 mJ/m².

The releasable part is 2.2 % of the total. Judged by one period's energy, the imbalance looks minor. Both parts grow in proportion to the number of periods, so this share does not change. But the releasable part is the one that drives relaxation of the stack as a whole: all periods together can pay for one array of dislocations at the substrate. Whether dislocations actually form also depends on their own energy and on kinetic barriers, which are not calculated here. Balancing the force does not protect an individual layer that is too thick to remain coherent with its neighbours, because the locked energy is still present.

The variable in the minimisation matters. We varied a at fixed amounts of material. If instead a = a_s is fixed and h₁ is varied,

∂(E/N)/∂h₁ = M₁(a_s − a₁)² > 0.

The energy falls as strained material is removed, and no balance condition results. In the spring model of the next section, halving h₁ in the balanced design lowers the energy from 156.6 to 117.4 mJ/m², although it destroys the force balance.

## 7. Third contribution: corrections of second order in misfit

Linear elasticity fixes a* to first order in the misfit. To see what lies beyond, replace each layer by cubic cells with springs along the edges and face diagonals. Keep the full geometric bond lengths and let the cell height relax. The spring constants follow from small strains. A strain ε_x changes one edge by aᵢε_x and four diagonals by aᵢε_x/√2, so the energy per cell is

½k_edge aᵢ²ε_x² + 4·½k_diag aᵢ²ε_x²/2 = (½k_edge + k_diag)aᵢ²ε_x².

Equating this to ½C₁₁ε_x²aᵢ³ gives C₁₁ = (k_edge + 2k_diag)/aᵢ. With ε_x and ε_y together, the two diagonals in the xy plane change by aᵢ(ε_x + ε_y)/√2. Their energy contains the cross term k_diag aᵢ²ε_xε_y, so C₁₂ = k_diag/aᵢ. Hence

k_diag = C₁₂aᵢ, k_edge = (C₁₁ − 2C₁₂)aᵢ.

For equal thicknesses this lattice has its energy minimum at 5.64247 Å. The formula for a* misses it by about 0.000085 Å, while the mean rule misses it by 0.0075 Å. When the misfit is halved, the error of the mean rule falls by a factor of 2.01 and that of a* by 3.99. These are the signatures of a first-order and a second-order error.

The cause can be isolated by changing only the elastic constants. If both layers receive those of layer 1, the shift from a_mean shrinks to −0.00008 Å, a second-order remainder. If the constants are exchanged, the shift becomes +0.00736 Å: it reverses, as the factor M₁ − M₂ requires.

In the spring lattice the same nonlinearity affects the design only slightly. It balances at h₁ = 7.38 nm rather than 7.41 nm, and at the latter thickness it retains 0.03 N/m, about 1 % of the force left by the mean rule. This smallness belongs to the model. Harmonic springs give the bulk modulus a pressure derivative dB/dP = 1, whereas cubic semiconductors have about 4 to 5. With the same C₁₁ and C₁₂ but anharmonicity raised to dB/dP ≈ 4.5, the compressed layer stiffens and the stretched one softens. The balance then moves to h₁ ≈ 7.8–8.0 nm, and the 7.41 nm design retains about −0.5 to −0.7 N/m, some 20–30 % of the force left by the mean rule. At strains near 0.9 %, the linear design is therefore reliable only to several tenths of a nanometre.

A different second-order change comes from bookkeeping. Suppose one minimises an energy per area with both relaxed thicknesses held fixed,

G(a) = Σ kᵢ(a − aᵢ)²/aᵢ².

This gives both layers the same relaxed area, hence different numbers of columns, which conflicts with coherence. Its minimum has weights qᵢ = kᵢ/aᵢ² in place of kᵢ. With Q = q₁ + q₂,

a_G − a* = (q₁a₁ + q₂a₂)/Q − (k₁a₁ + k₂a₂)/K
    = (q₁k₂ − q₂k₁)(a₁ − a₂)/(QK)
    = k₁k₂(1/a₁² − 1/a₂²)(a₁ − a₂)/(QK).

For small misfit, 1/a₁² − 1/a₂² ≈ −2(a₁ − a₂)/a³ and Q ≈ K/a², so

a_G − a* ≈ −2k₁k₂(a₁ − a₂)²/(K²a).

This is second order. Here it amounts to −0.00086 Å, about 12 % of the stiffness shift and ten times the error of a* in the spring lattice. In a real crystal, anharmonic elastic constants enter at the same order and are not determined by C₁₁ and C₁₂. The comparison favours a* in this model, but the ranking depends on how the energy is continued beyond linear order: an energy quadratic in the Lagrangian strain has its minimum nearer a_G. With anharmonicity typical of semiconductors (dB/dP ≈ 4.5), the equilibrium lies about 0.001–0.002 Å above a*, more than the whole distance between a_G and a*. Neither formula is accurate at second order without third-order elastic constants.

## 8. When another force enters the balance

An interface can carry a stress of its own. If the interfaces in one period contribute a constant force per length g, equilibrium becomes

K(a − a*)/a + g = 0,
a − a* = −ga/K.

With the present parameters, a g of about 3 N/m would matter as much as the error of the mean rule. Since g does not grow with layer thickness while K does, its influence is greatest in short periods.

Temperature enters through a₁, a₂, a_s and the moduli. If the layers and substrate expand differently, a stack balanced at the growth temperature generally acquires a net force on cooling. The balance must be evaluated with parameters for the temperature at which zero force is wanted. For another growth direction, M must be derived again, and if the in-plane directions are not equivalent, one scalar condition may no longer suffice.

The numerical output below gives the values for both designs and the comparisons with the spring lattice.

Computed results

```
INPUT
layer 1: a = 5.60 angstrom, C11 = 125 GPa, C12 = 50 GPa
layer 2: a = 5.70 angstrom, C11 = 90 GPa, C12 = 30 GPa
substrate a_s = 5.65 angstrom; h2 = 10.0 nm; periods = 50
LAYERS ON THE SUBSTRATE
layer 1: M = 135.0 GPa (spring lattice 135.000 GPa)
  in-plane strain = 0.893 %, stress = 1.205 GPa
  normal strain = -0.714 % (spring lattice -0.718 %)
layer 2: M = 100.0 GPa (spring lattice 100.000 GPa)
  in-plane strain = -0.877 %, stress = -0.877 GPa
  normal strain = 0.585 % (spring lattice 0.583 %)
MEAN-LATTICE DESIGN
h1 = 10.000 nm; K = sum(M h) = 2350.0 N/m
thickness-mean lattice constant = 5.65000 angstrom
zero-force lattice constant a_star = 5.64255 angstrom
spring-lattice equilibrium = 5.64247 angstrom
a_star - mean, closed formula = -0.00745 angstrom
net force per length, one period = 3.097 N/m
same from spring lattice = 3.133 N/m
net force per length, all periods = 154.9 N/m
releasable energy per period = 4.08 mJ/m^2 (spring lattice 4.18)
locked energy per period = 179.96 mJ/m^2 (spring lattice 179.88)
releasable share of total = 2.22 %
FORCE-BALANCED DESIGN
h1 = 7.407 nm (spring lattice 7.382 nm)
layer forces per length = 8.850, -8.850 N/m
spring-lattice net force, one period = 0.0304 N/m
thickness-mean lattice constant = 5.65745 angstrom
strained thicknesses t1, t2 = 7.354, 10.058 nm
spring-lattice energy per period = 156.62 mJ/m^2
same with h1 halved = 117.42 mJ/m^2
ORDER OF THE ERRORS AND CAUSE (h1 = h2)
mean-rule error, full/half misfit = 2.011
a_star error, full/half misfit = 3.993
a_star error at full misfit = 0.000085 angstrom
lattice shift from mean, equal elastic constants = -0.000080 angstrom
lattice shift from mean, exchanged constants = 0.00736 angstrom
fixed-thickness energy minimum = 5.64169 angstrom
its distance from a_star = -0.000863 angstrom
that distance, full/half misfit = 3.995
```
